# Critical core radius of a core-shell quantum dot with a hard wall

## Problem

A spherical core-shell quantum dot has core radius \(a\) and shell thickness \(a\), so its outer radius is \(2a\). One electron moves in it with the same effective mass \(m\) in both materials. Measured from the conduction-band edge of the core, its potential energy is

\[
V(r)=\begin{cases}0, & r<a\\ V_0>0, & a<r<2a\\ \infty, & r\ge 2a.\end{cases}
\]

The shell thickness stays equal to the core radius when the size of the dot is changed.

1. Find the core radius \(a_c\) at which the electron ground level equals the shell band edge \(V_0\). Show that there is one such radius, and say on which side of it the level lies below the edge.
2. At \(a=a_c\), find the probability of finding the electron in the core and the slope \(dE/da\).
3. Find how the critical radius changes if the shell thickness is \(d\) instead of \(a\).
4. Evaluate the results for \(m=0.15\,m_0\) and \(V_0=0.30\) eV, where \(m_0\) is the free-electron mass. Estimate how far the main simplifications move the critical radius.

## Solution

### 1. The critical radius

**Radial equation.** For angular momentum \(l\), write the radial wave function as \(R(r)=u(r)/r\). Then

\[
-\frac{\hbar^2}{2m}u''+\left[V(r)+\frac{\hbar^2 l(l+1)}{2mr^2}\right]u=Eu,\qquad u(0)=u(2a)=0 .
\]

The centrifugal term is positive for \(l\ge1\) and raises the lowest level, so the ground state has \(l=0\).

**Solutions at the band edge.** Set \(E=V_0\). In the core \(u''=-k^2u\) with \(k=\sqrt{2mV_0}/\hbar\), and \(u(0)=0\) selects

\[
u=A\sin kr .
\]

In the shell the kinetic energy \(E-V_0\) is zero, so \(u''=0\). The solution that vanishes at the outer wall is a straight line,

\[
u=B(2a-r).
\]

**Matching.** At the interface \(R\) and \(R'/m\) are continuous; the second condition conserves the probability current. Since

\[
\frac{R'}{R}=\frac{u'}{u}-\frac1r ,
\]

and the masses are equal, the terms \(1/r\) cancel and \(u'/u\) is continuous. On the core side it is \(k\cot ka\). On the shell side it is \(-1/(2a-r)\) at \(r=a\), which is \(-1/a\). With \(x=ka\),

\[
x\cot x=-1\quad\Longleftrightarrow\quad \tan x=-x .
\]

**The required root.** On \((0,\pi)\),

\[
\frac{d}{dx}(x\cot x)=\cot x-\frac{x}{\sin^2x}=\frac{\sin 2x-2x}{2\sin^2x}<0 ,
\]

because \(\sin 2x<2x\) for \(x>0\). The function falls from 1 to \(-\infty\) and takes the value \(-1\) once. It is zero at \(\pi/2\), so the root \(x_1\) lies between \(\pi/2\) and \(\pi\). There \(\tan(\pi-x)=-\tan x=x\), and \(\pi-x\) lies in \((0,\pi/2)\), so the equation can be written

\[
x=\pi-\arctan x .
\]

The right side has derivative \(-1/(1+x^2)\), about \(-0.2\) near the root, so repeated substitution converges with alternating errors. Starting from 2, it gives 2.03444, 2.02765, 2.02897, 2.02872 and 2.02877, so \(x_1=2.0288\) to four decimals. Since \(k=x_1/a_c\),

\[
\boxed{a_c=x_1\frac{\hbar}{\sqrt{2mV_0}},\qquad x_1\simeq2.029}
\]

As \(x_1<\pi\), the sine has no zero inside the core, and the straight line has none before the wall. The state has no radial node and is the ground state. The next root, \(x_2=4.913\), lies between \(\pi\) and \(2\pi\); its wave function has one node, so it marks the radius at which the second s level reaches the edge.

**One crossing, and its direction.** Use the dimensionless quantities

\[
\rho=\frac ra,\qquad v=\frac{2ma^2V_0}{\hbar^2},\qquad \varepsilon=\frac{2ma^2E}{\hbar^2}.
\]

The s-wave equation becomes \(-u''+v\,\theta(\rho-1)u=\varepsilon u\) on \(0<\rho<2\), where \(\theta\) is 1 in the shell and 0 in the core. A small change \(dv\) adds the perturbation \(dv\,\theta(\rho-1)\). First-order perturbation theory therefore gives \(d\varepsilon/dv=P_{\rm shell}\), the probability of finding the electron in the shell. Hence

\[
\frac{d}{dv}(\varepsilon-v)=P_{\rm shell}-1=-P_{\rm core}<0 .
\]

At \(v=0\) the dot is an empty sphere of radius 2 in these units, and \(\varepsilon-v=\pi^2/4>0\). For every \(v\), the trial function \(\sin\pi\rho\) in the core and zero in the shell has energy \(\pi^2\), so \(\varepsilon\le\pi^2\) and \(\varepsilon-v\) is negative for \(v>\pi^2\). The difference thus changes sign once, from positive to negative. At fixed \(V_0\), \(v\) grows as \(a^2\): the level lies above the shell edge for \(a<a_c\) and below it for \(a>a_c\).

**The neighbouring solutions.** Below the edge the shell function is \(\sinh[q(2a-r)]\), and above it \(\sin[q(2a-r)]\), with \(q=\sqrt{2m|E-V_0|}/\hbar\). With \(k=\sqrt{2mE}/\hbar\), the level conditions are

\[
k\cot ka=-q\coth qa\quad(E<V_0),\qquad
k\cot ka=-q\cot qa\quad(E>V_0).
\]

For \(q\to0\) both right sides tend to \(-1/a\), the condition found above. The level passes smoothly through the edge.

### 2. Core probability and slope

Set \(A=1\). Continuity of \(u\) makes the shell function \(u=\sin x_1\,(2a-r)/a\). The core integral is

\[
I_c=\int_0^a\sin^2kr\,dr=a\left[\frac12-\frac{\sin2x_1}{4x_1}\right].
\]

From \(\tan x_1=-x_1\),

\[
\sin2x_1=\frac{2\tan x_1}{1+\tan^2x_1}=-\frac{2x_1}{1+x_1^2},\qquad
\sin^2x_1=\frac{x_1^2}{1+x_1^2},
\]

so that

\[
I_c=a\left[\frac12+\frac{1}{2(1+x_1^2)}\right]=\frac{a(2+x_1^2)}{2(1+x_1^2)} .
\]

The shell integral is

\[
I_s=\frac{\sin^2x_1}{a^2}\int_a^{2a}(2a-r)^2dr=\frac a3\sin^2x_1=\frac{a\,x_1^2}{3(1+x_1^2)} .
\]

Multiplying both integrals by \(6(1+x_1^2)/a\) gives \(3(2+x_1^2)\) and \(2x_1^2\). Therefore

\[
P_{\rm core}=\frac{I_c}{I_c+I_s}=\frac{3(2+x_1^2)}{6+5x_1^2}=0.690 .
\]

This number depends on neither \(m\) nor \(V_0\).

For the slope, write \(E=V_0\,\varepsilon/v\). At fixed \(V_0\), \(v\propto a^2\) implies \(a\,d/da=2v\,d/dv\), and

\[
a\frac{dE}{da}=2vV_0\left(\frac{P_{\rm shell}}{v}-\frac{\varepsilon}{v^2}\right)
=2V_0\left(P_{\rm shell}-\frac{E}{V_0}\right).
\]

At the crossing \(E=V_0\), so

\[
\left.\frac{dE}{da}\right|_{a_c}=-\frac{2V_0P_{\rm core}}{a_c}.
\]

This slope includes the motion of the outer wall, which stays at \(2a\).

### 3. Another shell thickness

For thickness \(d\) the shell function at the edge is \(B(a+d-r)\), and its logarithmic derivative at \(r=a\) is \(-1/d\). Hence

\[
x\cot x=-\frac ad,\qquad a_c=x\,\frac{\hbar}{\sqrt{2mV_0}} .
\]

For a very thick shell \(x\to\pi/2\), the threshold at which a spherical well of depth \(V_0\) first binds an s state. For a vanishing shell \(x\to\pi\): the core becomes a hard-walled sphere whose ground energy equals \(V_0\). The larger the ratio \(d/a\), the smaller the critical radius, because for a given core a thicker shell lowers the level. The root is 2.289 for \(d=a/2\) and 1.837 for \(d=2a\).

### 4. Numbers

**The model.** With \(\hbar^2/2m_0=0.03810\) eV nm²,

\[
\frac{\hbar}{\sqrt{2mV_0}}=\sqrt{\frac{0.03810}{0.15\times0.30}}\ \text{nm}=0.920\ \text{nm},
\]

\[
a_c=2.0288\times0.9201\ \text{nm}=1.87\ \text{nm},
\]

and the outer radius is 3.73 nm. A finite-element diagonalization of the radial problem, which uses no matching condition, places the crossing at 1.8667 nm, the same as the formula to the digits printed. The slope is

\[
\frac{dE}{da}=-\frac{2\times0.30\times0.690}{1.867}\ \text{eV/nm}=-0.222\ \text{eV/nm}.
\]

The table shows levels on both sides, with the shell thickness equal to \(a\) in each row.

| \(a\) (nm) | \(E\) (eV) | \(P_{\rm core}\) |
|---|---|---|
| 1.50 | 0.409 | 0.63 |
| 1.87 | 0.300 | 0.69 |
| 2.50 | 0.201 | 0.79 |

With no step at all the core would already hold half of the probability. The step raises this share gradually, from 0.63 at 1.50 nm, where the level lies above the shell edge, to 0.79 at 2.50 nm. The crossing is therefore not a sudden passage from a core state to a shell state. The second s level reaches the edge at \(a=4.913\times0.9201\) nm \(=4.52\) nm.

**Unequal masses and a finite outer barrier.** Let the masses be \(m_c\) in the core and \(m_s\) in the shell, and let the barrier outside rise by \(U\) above the shell edge, with mass \(m_0\) there. At \(E=V_0\) the shell function is still a straight line, but it now extrapolates to zero at \(2a+s\). Continuity of \(R'/(mR)\) at \(r=a\) reads

\[
\frac1{m_c}\left(k\cot ka-\frac1a\right)=\frac1{m_s}\left(-\frac1{a+s}-\frac1a\right),
\]

where \(k\) is formed with \(m_c\). Multiplication by \(m_ca\) gives

\[
x\cot x=1-\frac{m_c}{m_s}\left(1+\frac{a}{a+s}\right).
\]

Outside, \(u\propto e^{-\kappa r}\) with \(\kappa=\sqrt{2m_0U}/\hbar\). The same continuity at \(r=2a\) gives

\[
\frac1{m_s}\left(\frac1s+\frac1{2a}\right)=\frac1{m_0}\left(\kappa+\frac1{2a}\right)
\ \Rightarrow\
\frac1s=\frac{m_s}{m_0}\left(\kappa+\frac1{2a}\right)-\frac1{2a}.
\]

A hard wall corresponds to \(s=0\).

A non-parabolic core band can be described by \(\hbar^2k^2/2m=E(1+E/E_g)\), with \(E_g\) the core gap. At \(E=V_0\) the core mass becomes \(m_c=m(1+V_0/E_g)\), while the shell, at its own band edge, keeps \(m\). For \(E_g=1.8\) eV this gives \(m_c=0.175\,m_0\). This mass is used both in \(k\) and in the matching condition, as a two-band model prescribes. The small shift it produces depends on that choice: with the velocity mass \(m(1+2V_0/E_g)\) in the matching condition, the radius would rise by 1.1 % instead of falling by 2.8 %, and the three corrections together would give −12 % instead of −16 %.

| Change to the model | Critical radius (nm) | Relative to 1.87 nm |
|---|---|---|
| \(m_s=0.20\,m_0\) | 1.69 | −9.5 % |
| \(U=3.0\) eV | 1.75 | −6.2 % |
| \(E_g=1.8\) eV | 1.81 | −2.8 % |
| these three together | 1.56 | −16 % |
| \(V_0=0.20\) eV | 2.29 | +22 % |
| \(V_0=0.40\) eV | 1.62 | −13 % |

The first row can be followed by hand: \(x\cot x=1-2(0.15/0.20)=-0.5\), the same equation as for equal masses and \(d=2a\), with root 1.837. In the second row two effects act like a thicker shell: the wave function leaks beyond the shell, and the mass jumps to \(m_0\) at the outer surface, which changes the slope of the wave function there. With \(0.15\,m_0\) outside as well, the same barrier would lower the critical radius by only 2.3 %. The last two rows follow from \(a_c\propto V_0^{-1/2}\).

**Comparison with real dots.** The mass and band step are rough values for colloidal II-VI core-shell light emitters with a small conduction-band step, whose core radii are a few nanometres; a shell with a larger step gives a smaller critical radius. The shell mass, barrier, gap and permittivity used in the estimates are rough too. Real dots break the assumptions of equal masses, a hard wall and a parabolic core band, and for the values above these together lower the critical radius by about 16 %. Strain and interface dipoles can also shift the band step; the trial change of 0.1 eV shows the sensitivity and is not a calculated strain effect. At these sizes the effective-mass description is itself approximate, so the radius is not known to three digits. The cases in the table run from about 1.6 to 2.3 nm. This is not a bound: a larger band step together with the three corrections would give a smaller radius still.

**Size, temperature and the hole.** Reducing \(a\) by 0.3 nm from \(a_c\), with the shell following, raises the level by 0.084 eV; increasing it by 0.3 nm lowers the level by 0.055 eV. The linear estimate is 0.067 eV either way, so curvature already matters. The lowest p level lies 0.262 eV above the ground level at \(a_c\), against a thermal energy of 0.026 eV at 300 K. Counting its three orbital states, the p-to-s population ratio is \(3e^{-0.262/0.0259}\approx10^{-4}\), so a single electron in thermal equilibrium is almost entirely in the ground level. These numbers refer to the simple model; with the heavier shell mass, the finite barrier and non-parabolic bands the spacing drops to about 0.2 eV and the ratio rises to the order of \(10^{-3}\), which leaves the conclusion unchanged.

If a hole is present, its attraction is not small. For a hole in the lowest state of a hard-walled core, a uniform relative permittivity of 8 and the unperturbed electron state, the first-order attraction energy is 0.12 eV, or about 40 % of \(V_0\). Surroundings of lower permittivity, usual for colloidal dots, add a mutual image attraction, but the image self-energies of electron and hole almost cancel it. For an outer permittivity of 2 the mutual term is 0.14 eV, while the pair energy changes by only about +0.01 eV. The hole's potential also varies across the shell, so the shell no longer has a flat band edge for the level to reach. The critical radius found here therefore refers to a dot with one electron and no hole, and it neglects image charges at the dot surface. For an outer permittivity of 2 the electron's own image raises its level by about 0.08 eV, but it raises the band edge at the core-shell interface by nearly the same amount, so the radius at which the level meets that local edge moves by less than 1 %. Further digits are given in the numerical output.

## Computed values

```
electron mass, core and shell (rough): 0.15 m_0
band step V0 (rough): 0.30 eV
hbar^2/(2 m_0): 0.038100 eV nm^2
length hbar/sqrt(2 m V0): 0.9201 nm
iterates of x -> pi - arctan x: 2.00000 2.03444 2.02765 2.02897 2.02872 2.02877 2.02876
root x1 of tan x = -x: 2.028758
critical core radius, formula: 1.8667 nm
critical core radius, diagonalization: 1.8667 nm
outer radius at crossing: 3.7335 nm
core probability at crossing: 0.6903
slope dE/da at crossing: -0.2219 eV/nm
level at a = 1.5 nm: 0.4088 eV
core probability at a = 1.5 nm: 0.6293
level at a = 2.5 nm: 0.2011 eV
core probability at a = 2.5 nm: 0.7921
next root x2 of tan x = -x: 4.913180
core radius, second s level at edge: 4.5208 nm
root for shell thickness a/2: 2.28893
root for shell thickness 2a: 1.83660
heavier shell mass (rough): 0.20 m_0
outer barrier above shell edge (rough): 3.0 eV
core gap for non-parabolicity (rough): 1.8 eV
core mass at energy V0: 0.1750 m_0
change of band step tried: 0.1 eV
critical radius, heavier shell mass: 1.690 nm (-9.5 %)
critical radius, finite outer barrier: 1.751 nm (-6.2 %)
critical radius, non-parabolic core band: 1.815 nm (-2.8 %)
critical radius, these three together: 1.561 nm (-16.4 %)
critical radius, band step lowered: 2.286 nm (+22.5 %)
critical radius, band step raised: 1.617 nm (-13.4 %)
relative permittivity (rough): 8.0
electron-hole attraction at crossing: 0.124 eV
radius change tried: 0.3 nm
level shift for smaller radius: +0.0838 eV
level shift for larger radius: -0.0554 eV
linear estimate of shift size: 0.0666 eV
lowest p level at crossing: 0.5624 eV
spacing from ground to p level: 0.2624 eV
thermal energy at 300 K: 0.0259 eV
thermal population ratio p to s: 1.17e-04
```
